# Gas heating at fixed pressure: neutral density, collision rates and reduced field

**The argument under review**

The argument concerns a plasma between two parallel plates and runs as follows.

> The gauge reads 100 Pa before the discharge is lit and 100 Pa while it burns, because the reactor is pressure-controlled. Collision rates in a gas are set by its pressure. The neutral density, the neutral collision frequency and the mean free path are therefore those of the cold gas at 300 K. The reduced field is the measured field divided by that same density.

The first sentence is an observation and is not in dispute. The second holds when gases at one temperature are compared, and a burning discharge is not at the temperature of the unlit gas. The questions are what a fixed pressure does fix, how hot the gas becomes, and what this does to each inferred quantity.

**What the gauge fixes**

Pressure is the flux of momentum across a plane. Let the neutrals have number density $n$, mass $m$ and a Maxwellian velocity distribution at temperature $T$. Atoms with velocity component $v_x$ cross unit area of the plane at a rate proportional to $n v_x$, each carrying momentum $m v_x$. Summing over both directions of crossing gives

$$p = n m\langle v_x^2\rangle = n k_B T,\qquad n=\frac{p}{k_B T}, \tag{1}$$

because each Maxwellian velocity component has variance $k_BT/m$. A hot gas reaches the same momentum flux with fewer, faster atoms. In a mixture the partial pressures add, so (1) holds for the total density whatever the composition.

I take $p$ to be uniform across the gap. This requires slow flow, with $\rho u^2\ll p$ for mass density $\rho$ and flow speed $u$, and an electron pressure much smaller than $p$. The gauge at the wall then gives the pressure at the centre, but not the density there.

**Neutral collisions**

Treat the neutrals as hard spheres with a constant collision cross section $\sigma$. The relative velocity of two atoms is the difference of two independent Gaussian vectors, so each of its components has variance $s^2 = 2k_BT/m$. The mean length of such a vector is

$$\langle v_{\rm rel}\rangle=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty v^3e^{-v^2/2s^2}dv
=\frac{4\pi\,(2s^4)}{(2\pi s^2)^{3/2}}=s\sqrt{\frac{8}{\pi}}=4\sqrt{\frac{k_BT}{\pi m}}. \tag{2}$$

This is $\sqrt2$ times the mean speed $\bar v=\sqrt{8k_BT/\pi m}$ of one atom. The collision frequency of an atom is $\nu=n\sigma\langle v_{\rm rel}\rangle$ and its mean free path is $\lambda=\bar v/\nu$. With (1),

$$\nu=\frac{p}{k_BT}\,\sigma\,4\sqrt{\frac{k_BT}{\pi m}}=\frac{4\sigma p}{\sqrt{\pi m k_BT}},\qquad
\lambda=\frac{1}{\sqrt2\,n\sigma}=\frac{k_BT}{\sqrt2\,\sigma p}. \tag{3}$$

At fixed temperature $\nu$ is proportional to $p$, which is the sound part of the argument. At fixed pressure $\nu$ falls as $T^{-1/2}$: the density falls as $1/T$ and the higher speed recovers only a factor $T^{1/2}$. The mean free path grows as $T$.

Write $\theta=T/T_w$, where $T_w$ is the wall temperature, taken equal to that of the unlit gas. Cold values of both density and speed overestimate the true $\nu$ by a factor $\sqrt\theta$. Correcting the speed but keeping the cold density makes matters worse, and the overestimate becomes $\theta$.

**How hot the gas becomes**

Let the plates at $x=0$ and $x=L$ be held at $T_w$, and let the plasma heat the gas uniformly with power density $q$. In steady state, conduction removes this heat:

$$-\frac{d}{dx}\left(\kappa\frac{dT}{dx}\right)=q. \tag{4}$$

The conductivity $\kappa$ scales as $n\bar v\lambda k_B$, since atoms crossing a plane at a rate of order $n\bar v$ bring energy from a distance of order $\lambda$. By (3) the product $n\lambda$ does not depend on $n$ or $T$, so for hard spheres $\kappa$ is independent of pressure and grows as $\sqrt T$. Real gases have a steeper rise: a Lennard-Jones gas with an argon-like well depth has $\kappa\propto T^{0.7}$ or slightly steeper between 300 and 700 K, which would lower the central temperature found below from 728 K to about 690 K while leaving the weak-heating results almost unchanged. I write $\kappa=\kappa_w(T/T_w)^{1/2}$ and take $\kappa_w$ as given.

By symmetry the heat flux vanishes at $x=L/2$. One integration of (4) from there gives $\kappa\,dT/dx=q(L/2-x)$. Integrating again from the wall,

$$\frac{2\kappa_w}{3T_w^{1/2}}\left(T^{3/2}-T_w^{3/2}\right)=\frac{q\,x(L-x)}{2}.$$

Division by $\tfrac23\kappa_wT_w$ gives

$$\frac{T(x)}{T_w}=\left[1+\frac{3q\,x(L-x)}{4\kappa_wT_w}\right]^{2/3}. \tag{5}$$

For weak heating the central rise is $\tfrac23\,T_w\cdot 3qL^2/(16\kappa_wT_w)=qL^2/(8\kappa_w)$. For strong heating $\theta$ grows more slowly, as $(qL^2)^{2/3}$, because hot gas conducts better.

I use round model parameters that stand for no particular gas: $p=100$ Pa, $L=0.04$ m, $T_w=300$ K, $q=5\times10^4$ W/m³, $\kappa_w=0.018$ W/(m K), $m=40$ u and $\sigma=4\times10^{-19}$ m². At the centre $x(L-x)=L^2/4$, and the added term in (5) is

$$\frac{3qL^2}{16\kappa_wT_w}=\frac{3(5\times10^4)(0.04)^2}{16(0.018)(300)}=2.78,\qquad \theta=(3.78)^{2/3}=2.43.$$

The central temperature is 728 K. The density falls from $2.41\times10^{22}$ m⁻³ at the wall to $9.95\times10^{21}$ m⁻³ at the centre. The neutral collision frequency falls from $5.44\times10^6$ to $3.49\times10^6$ s⁻¹, a factor $\theta^{-1/2}=0.64$. The mean free path grows from $7.3\times10^{-5}$ to $1.8\times10^{-4}$ m.

Equation (5) assumes that the gas touching the wall has the wall's temperature. Atoms reaching the wall last collided about one mean free path away, so the neglected jump is of order $\lambda\,dT/dx$. The wall gradient is $qL/(2\kappa_w)=5.6\times10^4$ K/m, so $\lambda\,dT/dx$ is about 4 K here. Kinetic estimates add a factor of two or more, giving roughly 8 to 11 K for full thermal accommodation at the wall and more for partial accommodation; a jump of 8 to 11 K shifts the central temperature by about 1%. At 1 Pa and the same $q$, the cold mean free path would be 0.18 of the gap and $\lambda\,dT/dx$ from cold values about 400 K. This understates the jump, because the gas at the wall is then itself hot and thin; kinetic estimates that allow for this give about 2000 K. Equation (5) would then fail, although (1) would still relate pressure and density wherever the gas is close to Maxwellian.

**Averages, and a sealed vessel**

The mean density across the gap is $\bar n=(p/k_B)\langle1/T\rangle$, where the brackets now denote an average over $x$. It is not $p/(k_B\langle T\rangle)$. The Cauchy–Schwarz inequality gives $1=\langle T^{1/2}T^{-1/2}\rangle^2\le\langle T\rangle\langle1/T\rangle$, so the mean temperature can only underestimate $\bar n$ or match it. Here the mean temperature, 597 K, gives $1.21\times10^{22}$ m⁻³, about 5% below the true mean of $1.28\times10^{22}$ m⁻³.

The argument relies on pressure control, and so does (1) when it is used to predict a fall in density. Suppose instead that a gap of volume $V_g$ is sealed together with a reservoir of volume $V_r$ that stays at $T_w$. The vessel was filled at $T_w$ to pressure $p$ and density $n_w=p/(k_BT_w)$. Let $p_s$ be the pressure with the discharge on. Since $\kappa$ does not depend on pressure, the same $q$ gives the same temperature profile. Conservation of atoms then reads

$$\frac{p_s}{k_B}\left(\frac{V_r}{T_w}+V_g\left\langle\frac1T\right\rangle\right)=n_w(V_r+V_g)
\;\Rightarrow\;
\frac{p_s}{p}=\frac{V_r+V_g}{V_r+V_g\,\bar n/n_w}, \tag{6}$$

where $\bar n$ is still the mean density at the original pressure $p$. Without a reservoir, $p_s=100\times2.414/1.282=188$ Pa. The mean density stays at its fill value, while the central density is $1.88\times10^{22}$ m⁻³, which is 22% below it: gas has moved from the centre towards the walls. With a reservoir nine times the gap volume, (6) gives a pressure rise of only 5%, and the vessel behaves nearly as a pressure-controlled one. In a sealed vessel the gauge does register the heating, but its reading again gives no local density without a temperature.

**Fewer collisions need not mean fewer reactions**

The argument could be repaired too hastily into the claim that heating slows the neutral chemistry. Consider a trace reactant with the same mass and size as the background atoms. Let it react with them through the cross section $\sigma(1-E_a/\varepsilon)$ for relative kinetic energy $\varepsilon>E_a$, and not at all below. The reduced mass is $m/2$, so $\varepsilon=mv^2/4$. With $z=\varepsilon/k_BT=v^2/2s^2$ one has $v^3dv=2s^4z\,dz$, and the prefactors combine as in (2):

$$\langle\sigma_r v_{\rm rel}\rangle=\sigma\langle v_{\rm rel}\rangle\int_a^\infty\left(1-\frac az\right)z\,e^{-z}dz
=\sigma\langle v_{\rm rel}\rangle e^{-a},\qquad a=\frac{E_a}{k_BT}. \tag{7}$$

The reaction frequency of the trace species is therefore $\nu_r=\nu e^{-E_a/k_BT}$. At fixed pressure $\nu\propto T^{-1/2}$, so

$$\frac{d\ln\nu_r}{d\ln T}=-\frac12+\frac{E_a}{k_BT}. \tag{8}$$

Heating speeds this reaction up as long as $k_BT<2E_a$. For $E_a=0.2$ eV the turnover lies at 4642 K, far above the gas temperature here. The fraction of collisions that react rises from $2.38\times10^3/5.44\times10^6=4.4\times10^{-4}$ at the wall to $1.44\times10^5/3.49\times10^6=0.041$ at the centre, a factor of 94. Multiplied by the collision ratio 0.64, this gives a reaction frequency 61 times higher.

In this model a reaction without a barrier has $E_a=0$ and slows as $T^{-1/2}$. If its cross section instead varies as $1/v_{\rm rel}$, its rate coefficient is constant and its frequency falls as $1/T$. A three-body process with a constant rate coefficient has a frequency proportional to $n^2$ and slows as $T^{-2}$, here by a factor of 5.9. The cold-gas assumption thus errs in different directions for different reactions.

**Why the electrons respond to $E/n$**

An electron of speed $v$ among much slower neutrals collides at the rate $n\sigma_ev$, where $\sigma_e$ is the electron–neutral cross section. At given speed and fixed pressure this falls as $1/T$. The mean rate over all electrons can fall more slowly, because the electrons' speeds also respond to the density, as the model below shows. For a 3 eV electron and $\sigma_e=10^{-19}$ m², the rate falls from $2.48\times10^9$ to $1.02\times10^9$ s⁻¹.

The electron velocity distribution $F$ in a steady, uniform field $\mathbf E$ obeys

$$-\frac{e\mathbf E}{m_e}\cdot\frac{\partial F}{\partial\mathbf v}=n\,\hat C[F], \tag{9}$$

where $m_e$ is the electron mass and $\hat C$ contains the cross sections but not the density. This form requires that electrons collide with neutrals alone, and that the creation and loss of electrons hardly affect the shape of $F$. When gases at different temperatures are compared, the electrons must also be much more energetic than the neutrals, since otherwise $\hat C$ itself depends on $T$. Dividing by $n$ leaves the field only in the combination $\mathbf E/n$. For an alternating field the time derivative must be kept, and the same division brings in the angular frequency divided by $n$ as a second parameter.

A model makes the dependence explicit. Let $\sigma_e$ be constant, the scattering isotropic, the neutrals at rest, and let each collision remove a fixed fraction $\delta$ of the electron's energy. Measure speeds in a unit $V$. The left side of (9) then scales as $eE/(m_eV)$ and the right side as $n\sigma_eV$, since $\delta$ introduces no speed of its own. The choice

$$V^2=\frac{eE}{m_en\sigma_e}$$

makes the two factors equal, so that $E$ and $n$ drop out of the scaled equation. The mean energy is therefore a number depending on $\delta$ times $m_eV^2=eE/(n\sigma_e)$, which is the energy gained along one free path $1/(n\sigma_e)$ in the direction of the force. In thinner gas the electron is accelerated over a longer path before each collision. At fixed field its typical speed grows as $n^{-1/2}$, so the mean collision rate falls only as $n^{1/2}$, which at fixed pressure means as $T^{-1/2}$.

At fixed $E$ and $p$,

$$\frac En=\frac{Ek_BT}{p}\propto T. \tag{10}$$

In townsend (1 Td = $10^{-21}$ V m²), a field of 1000 V/m gives $1000/(2.41\times10^{22})$ V m² = 41 Td in the cold gas and 100 Td at the central density.

A Monte Carlo calculation with $\delta=0.10$ gives mean electron energies of 0.79 eV in the cold gas and 1.90 eV in the hot gas at the same field. The finite time step raises both by about 0.01 eV; without it they are 0.78 and 1.89 eV. Their ratio of 2.4 agrees with $\theta$ within the test tolerance of 3%, which allows for sampling noise and the finite time step. When the field in the hot gas is lowered by $\theta$, so that $E/n$ returns to its cold value, the mean energy returns to 0.79 eV. The value of $\delta$ is a stand-in for all energy losses and is much larger than the elastic fraction, of order $m_e/m$. Neutrals at rest are also an idealization: at 728 K their mean thermal energy, $\tfrac32k_BT$, is about 0.09 eV, which is not wholly negligible beside 0.79 eV.

Ionization magnifies the change. Take the model coefficient $k_i=k_0\exp[-B/(E/n)]$ with $k_0=10^{-14}$ m³/s and $B=400$ Td. The ionization frequency per electron is $\nu_i=nk_i$, and at fixed $p$ and $E$

$$\ln\nu_i=\ln\frac{pk_0}{k_BT}-\frac{Bp}{Ek_BT}
\;\Rightarrow\;
\frac{d\ln\nu_i}{d\ln T}=\frac{B}{E/n}-1. \tag{11}$$

The $-1$ is the loss of targets and the other term is the gain in electron energy. Heating raises $\nu_i$ while $E/n<B$. Here the slope is 8.7 in the cold gas and 3.0 at the central density, and $\nu_i$ rises from $1.5\times10^4$ to $1.9\times10^6$ s⁻¹, a factor of 120.

These figures compare two uniform gases. Applying them point by point across the gap would further require that electrons lose their energy over distances short compared with those over which $n$ varies.

**When the discharge chooses its own field**

Equation (10) holds $E$ fixed. A self-sustained discharge cannot in general do so: if ionization rises by a factor of 120 while losses do not, the electron density grows until something adjusts. The conclusion that heating multiplies $E/n$ by $\theta$ must therefore not be carried over to every discharge.

Consider a column whose field runs parallel to the plates, with electrons lost by ambipolar diffusion to them. Let the gas be uniform with density $n$, and let the diffusion coefficient be $D_a=G/n$ with $G$ constant, a model assumption that ignores the change of $G$ with electron temperature and with gas temperature (letting $G$ vary as $E/n$, as $T^{-1/2}$, or as both moves the 18% rise found below to between 13% and 21%, and the field still roughly halves). In steady state the electron density $n_e$ obeys

$$D_a\frac{d^2n_e}{dx^2}+nk_in_e=0,\qquad n_e(0)=n_e(L)=0.$$

The solution that is positive throughout the gap is $n_e\propto\sin(\pi x/L)$, which requires $nk_i=D_a(\pi/L)^2$. Inserting $D_a=G/n$ and the model $k_i$ gives $k_0e^{-B/(E/n)}=G\pi^2/(nL)^2$. Taking the logarithm,

$$\frac En=\frac B\Lambda,\qquad \Lambda=\ln\left[\frac{k_0}{G}\left(\frac{nL}{\pi}\right)^2\right], \tag{12}$$

provided $\Lambda>0$. Since $d\Lambda/d\ln n=2$ and $n\propto1/T$ at fixed pressure,

$$\frac{d\ln(E/n)}{d\ln T}=\frac2\Lambda,\qquad \frac{d\ln E}{d\ln T}=\frac2\Lambda-1. \tag{13}$$

For $\Lambda>2$ the reduced field rises more slowly than $T$ and the field itself falls. Thinner gas lets electrons escape faster and offers fewer targets, so each target must be ionized at a higher rate. With an exponential $k_i$, a small increase in $E/n$ provides it.

With $G=10^{22}$ m⁻¹ s⁻¹, the cold gas has $nL/\pi=3.07\times10^{20}$ m⁻² and $\Lambda=\ln(9.4\times10^4)=11.5$. Then $E/n=400/11.5=35$ Td and $E=843$ V/m. For uniform gas at the central temperature, $\Lambda$ is smaller by $2\ln\theta=1.77$. The reduced field becomes 41 Td and the field 411 V/m. Heating by a factor of 2.4 has raised $E/n$ by 18% and halved $E$. This compares two uniform gases; it does not solve for heating, density profile and field together.

The argument under review would meet this hot column with a measured field of 411 V/m and divide by the cold density. It would report 17 Td where the true value is 41 Td, and would conclude that $E/n$ had halved when it had risen. In the model coefficient the error becomes $\exp(400/17.03-400/41.30)\approx10^6$: the inferred ionization coefficient would be a million times smaller than the one that sustains the hot column.

**Correction requested**

The second sentence of the argument should read: in a given gas at a given temperature, the collision rates of the neutrals are set by pressure. The gas temperature in the discharge must then be measured or calculated, and the density taken from (1) at the place where the rate is wanted. The reduced field should be formed from that density and from the field present while the gas is hot. It determines the local electron rates only if electrons lose their energy over distances short compared with those over which $n$ varies. The cold-gas density may stand where the heating is weak, but rates that depend exponentially on $T$ or $E/n$ need a stricter limit: in the examples above, $\theta=1.1$ already about doubles the activated reaction frequency and the ionization frequency at fixed field. By (5), a central density error below 10% of the true value needs $\theta<1.1$, which in this gap means $q$ below about 2.8 kW/m³. The numerical output below lists the values for the case worked here.

## Computed values

```
Pressure: 100 Pa; gap: 0.04 m
Wall temperature: 300 K; heating: 50000 W/m^3
Wall conductivity: 0.018 W/(m K)
Neutral mass: 40 u; cross section: 4.0e-19 m^2
Central temperature: 727.7 K; ratio theta: 2.4256
Gap-mean temperature: 596.8 K
Density at wall: 2.4143e+22 m^-3
Density at center: 9.9534e+21 m^-3
Gap-mean density: 1.2815e+22 m^-3
Density from mean temperature: 1.2136e+22 m^-3
Neutral collision frequency, wall: 5.4424e+06 s^-1
Neutral mean free path, wall: 7.3220e-05 m
Mean free path / gap, wall: 0.00183
3 eV electron collision frequency, wall: 2.4802e+09 s^-1
Activated reaction frequency, wall: 2.3765e+03 s^-1
Reduced field at fixed E, wall: 41.42 Td
Ionization frequency at fixed E, wall: 1.5441e+04 s^-1
Neutral collision frequency, center: 3.4944e+06 s^-1
Neutral mean free path, center: 1.7760e-04 m
Mean free path / gap, center: 0.00444
3 eV electron collision frequency, center: 1.0225e+09 s^-1
Activated reaction frequency, center: 1.4396e+05 s^-1
Reduced field at fixed E, center: 100.47 Td
Ionization frequency at fixed E, center: 1.8573e+06 s^-1
Neutral frequency ratio, center/wall: 0.6421
Reaction frequency ratio, center/wall: 60.57
Ionization frequency ratio, center/wall: 120.3
Activation energy: 0.2 eV; turnover: 4642 K
Applied field: 1000 V/m
Electron cross section: 1.0e-19 m^2
Electron energy-loss fraction: 0.10
Monte Carlo energy, cold gas: 0.79 eV
Monte Carlo energy, hot gas, same E: 1.90 eV
Monte Carlo energy, hot gas, same E/n: 0.79 eV
Sealed-gap pressure: 188.4 Pa
Sealed-gap central density: 1.8753e+22 m^-3
Ionization model k0: 1.0e-14 m^3/s; B: 400 Td
Diffusion constant G = n D_a: 1.0e+22 m^-1 s^-1
Column field, cold gas: 843.0 V/m
Column reduced field, cold gas: 34.92 Td
Column field, hot gas: 411.1 V/m
Column reduced field, hot gas: 41.30 Td
Hot column E divided by cold n: 17.03 Td
```
